# A Kramers doublet whose Raman relaxation exponent varies with temperature

A Kramers doublet, in the model worked out below, relaxes by two-phonon Raman scattering alone. A least-squares fit of \(\ln(1/T_1)\) against \(\ln T\) from 20 to 40 K gives an exponent of 3.01, and the largest departure of the computed rate from the line is 0.081 in \(\ln(1/T_1)\). The same rate gives 5.22 over 10–20 K and 2.27 over 40–80 K. If the Raman exponent were fixed at 9 for Kramers ions and 7 for the others, none of these numbers could occur.

## The counter-example

Set \(\hbar=1\), with energies in cm⁻¹. A \(J=3/2\) ion has the ground doublet \(a=|\tfrac12\rangle\), \(\bar a=|{-\tfrac12}\rangle\), its splitting neglected against \(k_BT\), and the doublet \(|{\pm\tfrac32}\rangle\), with projector \(P\), at \(\Delta=300\). Two optical bands of \(N\) modes each have a normalized Gaussian density \(G(\omega)\) with centre \(\omega_0=50\) and standard deviation \(\sigma=1\). A mode of band \(i\) couples as \(V_i(b+b^\dagger)/\sqrt N\), with
\[V_1=g(J_zJ_x+J_xJ_z),\qquad V_2=g(J_x^2-J_y^2)=\tfrac g2(J_+^2+J_-^2),\qquad g=1 .\]
No phonon exists at \(\Delta\), so the upper doublet is reached only virtually.

Let a phonon \(\omega\) of band 1 be absorbed and one of band 2 emitted at the same frequency, as energy conservation requires. Second-order perturbation theory has two orderings. Absorbing first gives the denominator \(E_{\rm initial}-E_{\rm intermediate}=\omega-\Delta\); emitting first gives \(-\omega-\Delta\). The boson operators supply \(\sqrt{n_1(n_2+1)}/N\) times
\[M=\frac{\langle\bar a|V_2PV_1|a\rangle}{\omega-\Delta}+\frac{\langle\bar a|V_1PV_2|a\rangle}{-\omega-\Delta}.\tag{1}\]
The lowering operator has elements \(\sqrt3,2,\sqrt3\) down the ladder, \(J_x\) has half of these, and \(\langle\mu'|V_1|\mu\rangle=g(\mu+\mu')\langle \mu'|J_x|\mu\rangle\). Therefore
\[\langle\tfrac32|V_1|\tfrac12\rangle=2\cdot\tfrac{\sqrt3}{2}g=\sqrt3g,\qquad \langle-\tfrac12|V_1|{-\tfrac32}\rangle=-\sqrt3g,\]
\[\langle-\tfrac12|V_2|\tfrac32\rangle=\langle-\tfrac32|V_2|\tfrac12\rangle=\tfrac12\cdot2\sqrt3\,g=\sqrt3g .\]
Within the ground doublet both operators vanish: \(V_1\) changes \(\mu\) by one and carries \(\mu+\mu'=0\), and \(V_2\) changes \(\mu\) by two. The numerators in (1) are \(A=3g^2\) and \(-A\), so
\[M=-A\Big[\frac1{\Delta-\omega}-\frac1{\Delta+\omega}\Big]=-\frac{2A\omega}{\Delta^2-\omega^2},\qquad M(\omega_0)=-\frac{2\cdot3\cdot50}{300^2-50^2}=-3.429\times10^{-3}\ \text{cm}^{-1}.\]
Absorbing from band 2 and emitting into band 1 exchanges the numerators, which reverses the sign of \(M\) and gives a second channel of equal strength.

Different modes are thermally independent, so with \(x=\omega/k_BT\) and \(n=1/(e^x-1)\), hence \(n+1=e^x/(e^x-1)\),
\[\langle n_1(n_2+1)\rangle=n(n+1)=\frac{e^x}{(e^x-1)^2}=\frac1{4\sinh^2(x/2)} .\]
The golden rule, summed over the \(N^2\) mode pairs with \(\delta(\omega-\omega')\), gives \(2\pi\int G^2M^2\,n(n+1)\,d\omega\) per channel. The populations obey \(\dot p_a=-W(p_a-p_{\bar a})=-\dot p_{\bar a}\), so their difference, the polarization along \(z\), decays at \(1/T_1=2W\). Within the doublet both channels act as multiples of \(\sigma_y\), so in this two-operator model a polarization along \(y\) does not relax. For a narrow band the smooth factors are taken at \(\omega_0\), and \(\int G^2d\omega=(2\pi\sigma^2)^{-1}\sqrt\pi\,\sigma=1/(2\sqrt\pi\sigma)=0.2821\) cm. Since \(G^2\) has variance \(\sigma^2/2\), the relative error in the rate is of order \((\sigma/k_BT)^2/4\), below one per cent at 10 K. The factor \(2\pi c\), with \(c\) in cm s⁻¹, converts cm⁻¹ to s⁻¹:
\[\frac1{T_1}=C\,n(n+1),\qquad C=2\cdot2\cdot2\pi\,(2\pi c)(3.429\times10^{-3})^2(0.2821)=1.57\times10^7\ \text{s}^{-1}.\]

Define the local exponent \(m=d\ln R/du\) of a rate \(R\), with \(u=\ln T\). Because \(dx/du=-x\) and \(d\ln\sinh^{-2}(x/2)/dx=-\coth(x/2)\),
\[m=x\coth(x/2).\tag{2}\]
With \(k_B=0.69503\) cm⁻¹ K⁻¹, \(x=71.94\ \text{K}/T\).

| \(T\) (K) | \(x\) | \(n(n+1)\) | \(1/T_1\) (s⁻¹) | \(m\) |
|---|---|---|---|---|
| 10 | 7.194 | \(7.52\times10^{-4}\) | \(1.18\times10^4\) | 7.20 |
| 20 | 3.597 | \(2.90\times10^{-2}\) | \(4.55\times10^5\) | 3.80 |
| 40 | 1.798 | 0.238 | \(3.73\times10^6\) | 2.51 |
| 80 | 0.899 | 1.157 | \(1.82\times10^7\) | 2.13 |

At 20 K, \(1.57\times10^7\times0.0290=4.55\times10^5\) s⁻¹, or \(T_1=2.2\ \mu\)s. Solving (2) by root finding, \(m=9,7,5,4,3\) at 8.0, 10.3, 14.6, 18.8 and 27.9 K. In local slope the mode passes through the high exponents too, though with a larger curvature there (see \(m'\) below): \(m\to x\) for \(x\gg1\), which is activated behaviour, and \(m\approx2+x^2/6\) for \(x\ll1\).

A fit over \([u_1,u_2]\), of length \(L\) and centre \(\bar u\), with points uniform in \(u\), has slope \((12/L^3)\int(u-\bar u)\ln R\,du\). The function \(-\tfrac12(u-u_1)(u_2-u)\) has derivative \(u-\bar u\) and vanishes at both ends, so integration by parts gives
\[\text{slope}=\frac6{L^3}\int_{u_1}^{u_2}(u-u_1)(u_2-u)\,m(u)\,du .\]
The opening exponents are this average of (2). The misfit comes from the curvature
\[m'=\frac{dm}{du}=-x\coth\frac x2+\frac{x^2}{2\sinh^2(x/2)}=-\frac{x(\sinh x-x)}{2\sinh^2(x/2)}<0,\]
whereas a true power has \(m'=0\). The best line through \(\tfrac12m'v^2\), \(v=u-\bar u\), is its mean \(\tfrac12m'L^2/12\), which leaves \(\tfrac12m'(L^2/4-L^2/12)=m'L^2/12\) at the ends. With \(L=\ln2\) and \(m'=-4.83,-1.78,-0.51\) at the window centres, this is \(-0.193,-0.071,-0.020\). The largest residuals of the fits on 4001 points are 0.21, 0.081 and 0.024 in magnitude; the cubic term, odd in \(v\), enlarges the residual at one end. Telling the mode from a power law within one octave requires resolving a systematic deviation of this size. Independent scatter \(s\) in \(\ln R\) averages down only as \(1/\sqrt{\nu}\) for \(\nu\) points. Since \(v^2\) has variance \(L^4/180\) over the window, the fitted coefficient of \(v^2\) has standard error about \(s\sqrt{180/\nu}/L^2\), and the curvature stands at \((\delta/s)\sqrt{\nu/5}\) standard errors, with \(\delta=|m'|L^2/12\). Over 20–40 K, scatter of 0.16 needs about 100 points to reach two standard errors.

## The general statement

Let \(S_i(\omega)\) be the density of band \(i\) weighted by the squared coupling amplitude. In second order and for negligible doublet splitting,
\[R(T)=\int F(\omega)\,n(n+1)\,d\omega,\qquad F\propto S_1S_2|M|^2 .\]
If \(F\ge0\) does not depend on temperature, then
\[m=\langle x\coth(x/2)\rangle>2,\tag{3}\]
the average having weight \(F\,n(n+1)\). Constant exponents 7 for integer \(J\) and 9 for half-integer \(J\) follow from \(F\propto\omega^6\) and \(\omega^8\), the forms derived below for three-dimensional Debye phonons with time-even strain coupling, provided \(k_BT\ll\Delta\), the resonant weight is negligible, and \(T\ll\theta\), the Debye temperature.

**Proof of (3).** By (2), \(\partial_u[n(n+1)]=x\coth(x/2)\,n(n+1)\) at each \(\omega\). Differentiating under the integral and dividing by \(R\) gives the average. Since \(\tanh y<y\) for \(y>0\), every term exceeds 2. Since \(m'<0\) and \(dx/du<0\), the function (2) increases with \(x\), so a spectrum ending at \(x=X\) has \(m\le X\coth(X/2)\), which tends to 2 at high temperature.

**The amplitude.** Let \(\bar a=\Theta a\) with \(\Theta\) antiunitary, \(\langle\Theta\phi|\Theta\psi\rangle=\langle\psi|\phi\rangle\) and \(\Theta^2=\epsilon=(-1)^{2J}\). For a time-even \(O\), meaning \(\Theta O=O\Theta\), take \(\psi=\bar a\), \(\phi=Oa\):
\[\langle\bar a|O|a\rangle=\langle\Theta Oa|\Theta^2a\rangle=\epsilon\langle O\bar a|a\rangle=\epsilon\langle\bar a|O^\dagger|a\rangle .\]
With \(O=V_2PV_1\), \(O^\dagger=V_1PV_2\), the numerators in (1) are \(A\) and \(\epsilon A\):
\[M=-A\Big[\frac1{\Delta-\omega}+\frac{\epsilon}{\Delta+\omega}\Big]=\begin{cases}-2A\Delta/(\Delta^2-\omega^2),&\epsilon=+1,\\-2A\omega/(\Delta^2-\omega^2),&\epsilon=-1.\end{cases}\]
Intermediate states in the ground doublet have \(\Delta=0\). For \(\epsilon=+1\) the upper line vanishes; for \(\epsilon=-1\), \(O=V_i\) gives \(\langle\bar a|V_i|a\rangle=0\), a factor of every such term. For \(\omega\ll\Delta\), \(|M|^2\) is constant for integer \(J\) and proportional to \(\omega^2\) for half-integer \(J\), the Van Vleck cancellation. If one \(V_i\) is time-odd, \(\Theta O=-O\Theta\) and the two lines of \(M\) exchange. For integer \(J\) the lower line at \(\Delta=0\) then gives \(2A/\omega\), so intermediate states in the ground doublet need not drop out. For a Kramers doublet with \(V_1=V_2\), either time-even or time-odd, \(O=O^\dagger\) forces \(A=-A=0\). A "single mode" must then mean a narrow group of modes with two different operators, as in the example, and it needs a finite width, since \(\int G^2\propto1/\sigma\).

**The phonons.** For \(\omega\propto q\) in \(d\) dimensions the density of states is \(\propto\omega^{d-1}\). A mode's squared displacement is \(\propto1/\omega\), and a uniform translation leaves the crystal field unchanged, so the coupling is to the displacement gradient (strain and local rotation, both time-even), which adds \(q^2\). Thus \(S\propto\omega^d\) and \(F\propto\omega^p\), with \(p=2d\) for integer \(J\) and \(2d+2\) for half-integer \(J\). The value \(2d\) belongs to strain: for a pure rotation the coupling quadratic in the angle enters at the same order and cancels the constant part of the integer-\(J\) amplitude, which leaves \(M\propto\omega^2\) and \(p=2d+4\). Set \(k_B=1\), cut off at \(\theta\), and substitute \(\omega=Tx\), \(X=\theta/T\):
\[R\propto T^{p+1}J_p(X),\qquad J_p(X)=\int_0^X\frac{x^pe^x}{(e^x-1)^2}dx .\]
From \(e^x/(e^x-1)^2=\sum_kke^{-kx}\) and \(\int_0^\infty x^pe^{-kx}dx=p!/k^{p+1}\), \(J_p(\infty)=p!\,\zeta(p)\). When \(X\to\infty\), \(m=p+1\): 7 and 9 for \(d=3\), but 5 and 7 for \(d=2\) with linear dispersion. At finite \(X\), \(dX/du=-X\) and \(dJ_p/dX\) is the integrand, so
\[m=p+1-\frac{X^{p+1}e^X}{(e^X-1)^2J_p(X)} .\]
For \(\theta=300\) K, with \(J_p\) by adaptive quadrature:

| \(T\) (K) | 10 | 30 | 60 | 150 | 300 |
|---|---|---|---|---|---|
| \(p=6\) | 7.00 | 6.29 | 4.07 | 2.44 | 2.12 |
| \(p=8\) | 9.00 | 7.32 | 4.33 | 2.49 | 2.13 |

The exponent has fallen by 0.5 at \(T/\theta=0.092\) for \(p=6\) and 0.073 for \(p=8\). At 60 K, \(X=5\) and the bound \(X\coth(X/2)=5.07\) excludes 7 and 9 for any \(F\) ending at \(\theta\).

**The gap.** For \(\Delta>\theta\gg T\), put \(t=T/\Delta\) and \(J_p=J_p(\infty)\). Expanding \((\Delta^2-\omega^2)^{-2}=\Delta^{-4}(1+2\omega^2/\Delta^2+\dots)\) gives \(R\propto T^{p+1}(J_p+2t^2J_{p+2})\), and \(dt^2/du=2t^2\) gives, to leading order,
\[m=p+1+4t^2J_{p+2}/J_p .\]
The coefficients are 221.1 and 358.9. For \(\Delta=600\) K at 10 K, \(t=1/60\) and the shifts are 0.061 and 0.100; quadrature of the unexpanded integrand with a finite-difference slope gives 7.064 and 9.106.

For \(\Delta<\theta\) the pole lies in the band. Give the level a width by \(\Delta\to\Delta-i\Gamma/2\) in the resonant denominator, so \(F=\omega^6|(\Delta-\omega-i\Gamma/2)^{-1}-(\Delta+\omega)^{-1}|^2\) for a Kramers doublet. Since \(\int d\omega/[(\Delta-\omega)^2+\Gamma^2/4]=2\pi/\Gamma\), the pole contributes \((2\pi/\Gamma)\Delta^6n(n+1)\) at \(\omega=\Delta\). This Orbach resonance acts, at fixed \(\Gamma\), as a single mode. For \(\Delta=100\) K, \(\Gamma=0.01\) K and \(T=20\) K the full integral is 0.9999 of this term and \(m=5.07\). If \(\Gamma\) is itself due to one-phonon decay of the level, it is proportional to \(n(\Delta)+1\). The rate is then proportional to \(n(\Delta)\), and \(m=x/(1-e^{-x})\) with \(x=\Delta/T\): 5.03 here, falling to 1 for \(T\gg\Delta\). This form holds for \(n(\Delta)\ll1\) or when the upper level decays equally to \(a\) and \(\bar a\); for a branching ratio of 0.01 the rate equations of both doublets give \(m\) close to \(x\coth x\), 5.00 at \(x=5\) and 1.32 rather than 1.58 at \(x=1\). For \(\Delta\ll T\ll\theta\), \(M\to2A/\omega\), \(F\to4\omega^4\) and \(m=5\), the Orbach–Blume law, provided the pole term \((2\pi/\Gamma)\Delta^4T^2\), from \(n(n+1)\approx T^2/\Delta^2\), is small against \(4J_4T^5\). Quadrature at \(T/\Delta=100\), \(\theta/T=60\), \(\Gamma/\Delta=0.1\) gives 5.000.

**Where (3) fails.** A temperature-dependent \(F\) adds \(\langle\partial_u\ln F\rangle\) to \(m\). Take modes broadened by lifetime into a Lorentzian of full width \(\gamma\ll\omega_0\), and assume that the two-phonon correlator factorizes into one-phonon spectral functions. With \(\int dv/(v^2+s^2)^2=\pi/2s^3\) and \(s=\gamma/2\), \(\int S^2d\omega=(\gamma/2\pi)^2(4\pi/\gamma^3)=1/(\pi\gamma)\). Klemens decay into two phonons of \(\omega_0/2\) has \(\gamma=\gamma_0[1+2n(\omega_0/2)]=\gamma_0\coth(x/4)\). Using \(d\ln\coth y/dy=-1/(\sinh y\cosh y)=-2/\sinh2y\) at \(y=x/4\), \(d\ln\gamma/du=(x/2)/\sinh(x/2)\), and
\[m=x\coth\frac x2-\frac{x/2}{\sinh(x/2)}\;\to\;1\quad(x\to0).\]
The derivation assumes that \(\gamma\approx4\gamma_0/x\) stays small against \(\omega_0\). For the 50 cm⁻¹ mode the formula gives 3.19, 1.17 and 1.01 at 20, 80 and 360 K, against 3.80, 2.13 and 2.01 at fixed width. What happens for a broad mode depends on the amplitude. With the spectrum of a damped oscillator in place of the Lorentzian and a constant \(|M|^2\), numerical integration at 360 K gives 1.01 for \(\gamma_0=0.1\) cm⁻¹ but 1.28 for \(\gamma_0=1\) cm⁻¹, where \(\gamma\) has reached 20 cm⁻¹; with the Kramers factor \(|M|^2\propto\omega^2\) it gives 1.01 for both. At 360 K, \(k_BT=250\) cm⁻¹, so these values presume a gap well above the 300 cm⁻¹ of the example, whose upper doublet would be populated. Within this two-phonon model, a local exponent below 2 requires a temperature-dependent \(F\).
